**Gauge agreement and accuracy for the lithium 2s → 2p transition**

For exact eigenstates of any local one-electron potential, the length, velocity and acceleration oscillator strengths $f_L$, $f_V$ and $f_A$ are equal, whether or not the potential describes the atom. The program uses $V_a(r)=-(1+2e^{-ar})/r$ in Hartree atomic units, where $a$ is the screening constant, and evaluates the three forms from separate radial integrals. It asserts their agreement for six values of $a$, the one-electron sum rule, and the known hydrogen 1s → 2p value. It also asserts that the forms disagree in a small basis and that an added potential term restores equality when the potential depends on angular momentum. In the output, the local models agree between length and velocity to better than $10^{-11}$, while $f_L$ ranges from 0.383 to 0.717. A three-electron full configuration interaction calculation in a finite orbital space gives $f_L=0.750$ and $f_V=0.748$. An angular-momentum-dependent potential fitted to two binding energies gives $f_L=0.750$ but a bare $f_V=0.737$.

## Program and output

```python
"""
Result under test: for exact eigenstates of ANY local one-electron potential,
the length, velocity and acceleration oscillator strengths agree, although
their common value may be wrong for the atom that the potential represents.

Model for lithium: V_a(r) = -(1 + 2 exp(-a r))/r, Hartree atomic units.
P_s, P_p: reduced radial functions of 2s and 2p; dE = E_p - E_s.
R = int P_p r P_s, W = int P_p (P_s' - P_s/r), A = int P_p V' P_s.
f_L = 2 dE R^2/3, f_V = 2 W^2/(3 dE), f_A = 2 A^2/(3 dE^3).
Reference: three-electron full CI in a finite Gaussian orbital space.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln
from pyscf import ao2mo, fci, gto, scf, symm

# ---------- one-electron radial problem in an orthonormal Laguerre basis ----
N_FULL = 60
BETA = 4.0
R_MAX = 110.0
nodes, node_weights = np.polynomial.legendre.leggauss(600)
t = 0.5 * np.sqrt(R_MAX) * (nodes + 1.0)
r = t**2
weight = 0.5 * np.sqrt(R_MAX) * node_weights * 2.0 * t


def laguerre_basis(l):
    """Basis functions and their r-derivatives on the quadrature grid."""
    alpha = 2.0 * l + 2.0
    x = BETA * r
    values, slopes = [], []
    for n in range(N_FULL):
        norm = np.exp(0.5 * (np.log(BETA) + gammaln(n + 1.0)
                             - gammaln(n + alpha + 1.0)))
        envelope = norm * x**(l + 1) * np.exp(-0.5 * x)
        poly = eval_genlaguerre(n, alpha, x)
        dpoly = -eval_genlaguerre(n - 1, alpha + 1.0, x) if n > 0 else 0.0 * x
        values.append(envelope * poly)
        slopes.append(BETA * envelope * (((l + 1) / x - 0.5) * poly + dpoly))
    return np.array(values), np.array(slopes)


BASIS = {l: laguerre_basis(l) for l in (0, 1)}
KINETIC = {}
for l in (0, 1):
    phi, dphi = BASIS[l]
    assert np.allclose((phi * weight) @ phi.T, np.eye(N_FULL), atol=1e-9)
    KINETIC[l] = 0.5 * (dphi * weight) @ dphi.T \
        + 0.5 * l * (l + 1) * (phi * weight / r**2) @ phi.T


def potential(a, core=2.0):
    return -(1.0 + core * np.exp(-a * r)) / r


def potential_slope(a, core=2.0):
    e = core * np.exp(-a * r)
    return (1.0 + e) / r**2 + a * e / r


def solve(l, v, size=N_FULL):
    """Energies, radial functions and their derivatives for potential v."""
    phi, dphi = BASIS[l][0][:size], BASIS[l][1][:size]
    h = KINETIC[l][:size, :size] + (phi * weight * v) @ phi.T
    energy, c = eigh(0.5 * (h + h.T))
    return energy, c.T @ phi, c.T @ dphi


def transition(vs, vp, s_index=1, size=N_FULL):
    """dE, R, W, f_L, f_V and the two radial functions, s -> lowest p."""
    es, ps, dps = solve(0, vs, size)
    ep, pp, _ = solve(1, vp, size)
    s, ds, p = ps[s_index], dps[s_index], pp[0]
    de = ep[0] - es[s_index]
    big_r = np.sum(weight * p * r * s)
    big_w = np.sum(weight * p * (ds - s / r))
    return dict(de=de, R=big_r, W=big_w, fL=2 * de * big_r**2 / 3,
                fV=2 * big_w**2 / (3 * de), s=s, p=p,
                es=es[s_index], ep=ep[0])


# Solver check: hydrogen 1s -> 2p has the closed value 2^13/3^9.
v_h = potential(1.0, core=0.0)
hydrogen = transition(v_h, v_h, s_index=0)
assert abs(hydrogen["fL"] - 2**13 / 3**9) < 1e-8
assert abs(hydrogen["fV"] - 2**13 / 3**9) < 1e-8

# ---------- three-electron reference ---------------------------------------
ORBITAL_CUT = 15.0


def lithium_full_ci(with_d):
    shells = [[0, [0.02 * 2.7**k, 1.0]] for k in range(10)]
    shells += [[1, [0.02 * 2.7**k, 1.0]] for k in range(6)]
    if with_d:
        shells += [[2, [x, 1.0]] for x in (0.15, 0.60)]
    mol = gto.M(atom="Li 0 0 0", basis={"Li": shells}, charge=1, spin=0,
                symmetry="D2h", verbose=0)
    assert mol.groupname == "D2h"
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    c = np.asarray(mf.mo_coeff)[:, np.asarray(mf.mo_energy) < ORBITAL_CUT]
    norb = c.shape[1]
    orbsym = np.asarray(symm.label_orb_symm(mol, mol.irrep_id,
                                            mol.symm_orb, c))
    h1 = c.T @ mf.get_hcore() @ c
    eri = ao2mo.kernel(mol, c)

    def lowest(nelec, irrep):
        solver = fci.direct_spin1_symm.FCI(mol)
        solver.verbose = 0
        solver.conv_tol = 1e-10
        solver.max_cycle = 80
        e, vec = solver.kernel(h1, eri, norb, nelec,
                               orbsym=orbsym, wfnsym=irrep)
        assert np.all(solver.converged)
        return float(e), np.asarray(vec)

    e_ion, _ = lowest((1, 1), 0)       # totally symmetric
    e_s, c_s = lowest((2, 1), 0)
    e_p, c_p = lowest((2, 1), 5)       # B1u, transforms as z
    dm = fci.direct_spin1.trans_rdm1(c_p, c_s, norb, (2, 1))
    z = c.T @ mol.intor("int1e_r")[2] @ c
    grad = c.T @ mol.intor("int1e_ipovlp")[2] @ c
    de = e_p - e_s
    return dict(norb=norb, es=e_s - e_ion, ep=e_p - e_ion, de=de, total=e_s,
                fL=2 * de * np.sum(dm * z)**2,
                fV=2 * np.sum(dm * grad)**2 / de)


ref_sp = lithium_full_ci(False)
ref = lithium_full_ci(True)
ref_change = abs(ref["fL"] - ref_sp["fL"])
ref_gap = abs(ref["fV"] / ref["fL"] - 1)
assert ref_change < 0.03 and ref_gap < 0.05

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
print("Li full CI reference (energies in hartree, f dimensionless)")
print(f"orbitals without d, with d: {ref_sp['norb']}, {ref['norb']}")
print(f"orbital energy cutoff: {ORBITAL_CUT:.1f} hartree")
print(f"total 2s-state energy: {ref['total']:.5f} hartree")
print(f"2s, 2p energies relative to Li+: {ref['es']:.5f}, {ref['ep']:.5f}")
print(f"dE: {ref['de']:.5f} hartree = {ref['de'] * hartree_ev:.4f} eV")
print(f"without d: f_L = {ref_sp['fL']:.4f}, f_V = {ref_sp['fV']:.4f}")
print(f"with d:    f_L = {ref['fL']:.4f}, f_V = {ref['fV']:.4f}")
print(f"reference gap |f_V/f_L - 1|: {100 * ref_gap:.3f} percent")

# ---------- every local potential passes the gauge test --------------------
print("Local potentials: a in 1/bohr, dE in hartree, R in bohr")
print("a       dE       |R|      f_L       f_V       f_A     error/%")
a_s = brentq(lambda a: solve(0, potential(a))[0][1] - ref["es"], 1.0, 8.0)
a_p = brentq(lambda a: solve(1, potential(a))[0][0] - ref["ep"], 1.0, 8.0)
local_f, local_gaps, sums = {}, [], []
for a in (1.5, 2.0, 3.0, 4.0, 6.0, a_s):
    v = potential(a)
    q = transition(v, v)
    acc = np.sum(weight * q["p"] * potential_slope(a) * q["s"])
    f_a = 2 * acc**2 / (3 * q["de"]**3)
    gap = abs(q["fV"] / q["fL"] - 1)
    assert gap < 1e-6
    assert abs(f_a / q["fL"] - 1) < 1e-5
    assert abs(q["W"] + q["de"] * q["R"]) < 1e-7
    assert abs(acc - q["de"]**2 * q["R"]) < 1e-7
    # Sum over all discretized p states, including the continuum.
    ep_all, pp_all, _ = solve(1, v)
    r_all = pp_all @ (weight * r * q["s"])
    total = np.sum(2 * (ep_all - q["es"]) * r_all**2 / 3)
    assert abs(total - 1) < 1e-6
    local_f[a] = q["fL"]
    local_gaps.append(gap)
    sums.append(total)
    error = 100 * (q["fL"] / ref["fL"] - 1)
    print(f"{a:.4f} {q['de']:.6f} {abs(q['R']):.5f} {q['fL']:.6f} "
          f"{q['fV']:.6f} {f_a:.6f} {error:+.2f}")
print("last row: a fitted to the reference 2s binding energy")
print(f"largest local gap |f_V/f_L - 1|: {max(local_gaps):.1e}")
print(f"one-electron sums, smallest and largest: "
      f"{min(sums):.7f}, {max(sums):.7f}")
spread = max(local_f.values()) - min(local_f.values())
print(f"spread of f_L over the table: {spread:.4f}")
assert spread > 0.2
bad_error = abs(local_f[6.0] - ref["fL"])
assert bad_error > 0.1 and bad_error > 5 * ref_change
assert ref_gap > max(local_gaps)

# ---------- agreement tests completeness of the basis ----------------------
print("Basis convergence for the poor potential a = 6 /bohr")
v_bad = potential(6.0)
basis_gaps = []
for size in (8, 12, 16, 24, N_FULL):
    q = transition(v_bad, v_bad, size=size)
    gap = abs(q["fV"] / q["fL"] - 1)
    basis_gaps.append(gap)
    print(f"N = {size:2d}: f_L = {q['fL']:.6f}, f_V = {q['fV']:.6f}, "
          f"gap = {gap:.1e}")
assert basis_gaps[0] > 1e-4 and basis_gaps[-1] < 1e-6

# ---------- l-dependent potential: disagreement and its exact source -------
v_s, v_p = potential(a_s), potential(a_p)
q = transition(v_s, v_p)
extra = np.sum(weight * q["p"] * (v_p - v_s) * r * q["s"])
assert abs(q["de"] * q["R"] + q["W"] - extra) < 1e-7
corrected_f = 2 * (q["W"] - extra)**2 / (3 * q["de"])
assert abs(corrected_f / q["fL"] - 1) < 1e-6
ldep_gap = abs(q["fV"] / q["fL"] - 1)
assert ldep_gap > 1e-4
assert abs(q["fL"] - ref["fL"]) < bad_error
sign = np.sign(q["R"])
print("l-dependent potential fitted to both binding energies")
print(f"a_s, a_p: {a_s:.5f}, {a_p:.5f} 1/bohr")
print(f"dE = {q['de']:.6f} hartree, R = {sign * q['R']:.6f} bohr")
print(f"W = {sign * q['W']:.6f} 1/bohr")
print(f"potential-difference term: {sign * extra:.6f} hartree bohr")
print(f"f_L = {q['fL']:.6f}, bare f_V = {q['fV']:.6f}")
print(f"corrected f_V = {corrected_f:.6f}")
print(f"bare gap |f_V/f_L - 1|: {100 * ldep_gap:.3f} percent")
print(f"f_L error against reference: "
      f"{100 * (q['fL'] / ref['fL'] - 1):+.2f} percent")
print("success")
```

Running it gives:

```
Li full CI reference (energies in hartree, f dimensionless)
orbitals without d, with d: 24, 34
orbital energy cutoff: 15.0 hartree
total 2s-state energy: -7.46048 hartree
2s, 2p energies relative to Li+: -0.19780, -0.13005
dE: 0.06774 hartree = 1.8433 eV
without d: f_L = 0.7609, f_V = 0.7476
with d:    f_L = 0.7503, f_V = 0.7481
reference gap |f_V/f_L - 1|: 0.295 percent
Local potentials: a in 1/bohr, dE in hartree, R in bohr
a       dE       |R|      f_L       f_V       f_A     error/%
1.5000 0.075448 3.59107 0.648640 0.648640 0.648640 -13.55
2.0000 0.067258 3.98869 0.713364 0.713364 0.713364 -4.92
3.0000 0.053387 4.39292 0.686835 0.686835 0.686835 -8.45
4.0000 0.041099 4.65180 0.592897 0.592897 0.592897 -20.97
6.0000 0.023390 4.95765 0.383261 0.383261 0.383261 -48.92
2.1156 0.065518 4.05201 0.717155 0.717155 0.717155 -4.41
last row: a fitted to the reference 2s binding energy
largest local gap |f_V/f_L - 1|: 7.9e-12
one-electron sums, smallest and largest: 1.0000000, 1.0000000
spread of f_L over the table: 0.3339
Basis convergence for the poor potential a = 6 /bohr
N =  8: f_L = 0.218561, f_V = 0.560060, gap = 1.6e+00
N = 12: f_L = 0.362271, f_V = 0.393534, gap = 8.6e-02
N = 16: f_L = 0.381679, f_V = 0.383657, gap = 5.2e-03
N = 24: f_L = 0.383257, f_V = 0.383260, gap = 7.7e-06
N = 60: f_L = 0.383261, f_V = 0.383261, gap = 1.8e-12
l-dependent potential fitted to both binding energies
a_s, a_p: 2.11563, 2.36487 1/bohr
dE = 0.067740 hartree, R = 4.074669 bohr
W = -0.273607 1/bohr
potential-difference term: 0.002411 hartree bohr
f_L = 0.749789, bare f_V = 0.736746
corrected f_V = 0.749789
bare gap |f_V/f_L - 1|: 1.740 percent
f_L error against reference: -0.06 percent
success
```
